# Hydrogen in LDA and LSD: splitting the energy error

## The exercise

A hydrogen atom has one electron, so nothing in it repels the electron. A density functional that borrows its exchange and correlation from the electron gas does not know this. The exercise measures what that costs.

Take a fixed point proton and nonrelativistic mechanics. The exact ground-state energy is then \(-1/2\) hartree, with density \(n_0=e^{-2r}/\pi\). Hartree atomic units are used throughout. The approximate energy of a density \(n=|\varphi|^2\) is

\[
E[n]=T+V+U+E_x+E_c ,
\]

\[
T=\tfrac12\int|\nabla\varphi|^2d^3r,\qquad V=-\int\frac{n}{r}\,d^3r,\qquad
U=\tfrac12\iint\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',
\]

with \(E_x=\int n\,\varepsilon_x\,d^3r\) and \(E_c=\int n\,\varepsilon_c\,d^3r\). Two versions are compared.

- LDA sees the total density alone and treats it as unpolarized, as if half an electron had each spin.
- LSD (local spin density) places the whole electron in the spin-up channel.

The electron-gas input defines the model. For the unpolarized gas, Dirac exchange is \(\varepsilon_x=-\frac34(3n/\pi)^{1/3}\). Correlation is the Vosko–Wilk–Nusair (VWN) fit. With \(r_s=(3/4\pi n)^{1/3}\), \(x=\sqrt{r_s}\), \(X(x)=x^2+bx+c\), \(s=2x+b\) and \(Q=\sqrt{4c-b^2}\), it reads

\[
\varepsilon_c=A\Big\{\ln\frac{x^2}{X}+\frac{2b}{Q}\arctan\frac Qs
-g\Big[\ln\frac{(x-x_0)^2}{X}+\frac{2(b+2x_0)}{Q}\arctan\frac Qs\Big]\Big\},
\]

where \(g=bx_0/X(x_0)\). The parameters \((A,x_0,b,c)\) are

- unpolarized: \((0.0310907,\,-0.10498,\,3.72744,\,12.9352)\);
- fully polarized: \((0.01554535,\,-0.325,\,7.06042,\,18.0578)\).

**Questions.** (a) What should \(E_x\) and \(E_c\) be for one electron? (b) Derive the equations to be solved. (c) Find the two total energies. (d) Split each error into an exchange part and a spurious correlation part, and say whether anything is left over.

## Hints

1. For (a), write the exact energy of a one-electron density and compare it with \(E[n]\).
2. Exchange acts between electrons of like spin. Use this to relate the exchange energy of a polarized density to that of an unpolarized one.
3. For (b), put \(\varphi=u(r)/(r\sqrt{4\pi})\). Poisson's equation also becomes simple if the Hartree potential is written as \(Y(r)/r\).
4. For (d), a functional can be wrong in two ways: it gives a wrong energy for the right density, and it then prefers a wrong density. Evaluate everything at \(n_0\) first.

## Full solution

### (a) Conditions for one electron

The exact Hamiltonian contains kinetic energy and nuclear attraction only, so the exact energy of a one-electron density is \(T+V\). Comparison with \(E[n]\) requires \(U+E_x+E_c=0\). Exchange is the part obtained from the Slater determinant of the orbitals. With one orbital the exchange integral is the Hartree integral with opposite sign, hence

\[
E_x^{\rm exact}=-U,\qquad E_c^{\rm exact}=0 .
\]

The exchange error of an approximation is therefore \(E_x+U\), and its whole correlation energy is error.

The same reference serves LDA. An equal mixture of the spin-up and spin-down ground states has the density \(n_0\) and no net spin, and its energy is still \(-1/2\), because the Hamiltonian does not contain spin. Each member of the mixture is a one-orbital state of density \(n_0\), so each has \(E_x=-U\) and \(E_c=0\), and these values are taken as the reference for LDA. Only the sum \(U+E_x+E_c=0\) is fixed; its division is a convention. Exchange built instead from a half-occupied orbital in each channel would be \(2\times(-U[n/2])=-U/2\), and the other \(-U/2\) would then count as correlation.

### (b) The equations

**Polarized exchange.** Since exchange couples like spins only, \(E_x\) is a sum of one term for each spin density. An unpolarized system of total density \(2n\) has density \(n\) in each channel, and its exchange energy is twice that of one channel. A single filled channel of density \(n\) thus has

\[
E_x^{\rm LSD}[n]=\tfrac12E_x^{\rm LDA}[2n]=\tfrac12\,2^{4/3}E_x^{\rm LDA}[n]=2^{1/3}E_x^{\rm LDA}[n],
\]

because \(n\varepsilon_x\propto n^{4/3}\).

**Potentials.** Each potential is the derivative of the energy density \(n\varepsilon\) with respect to \(n\). In LSD the up density is varied while the down density stays zero, so the gas remains fully polarized and the same rule applies. For exchange, \(d(n^{4/3})/dn=\frac43n^{1/3}\) gives \(v_x=\frac43\varepsilon_x\). For correlation, \(r_s\propto n^{-1/3}\) gives \(n\,d/dn=-\frac13r_s\,d/dr_s\), and \(r_s=x^2\) gives \(r_s\,d/dr_s=\frac12x\,d/dx\). Hence

\[
v_c=\varepsilon_c+n\frac{d\varepsilon_c}{dn}=\varepsilon_c-\frac x6\frac{d\varepsilon_c}{dx}.
\]

With \(dX/dx=s\) and \(\frac{d}{dx}\arctan(Q/s)=-2Q/(s^2+Q^2)\),

\[
\frac{d\varepsilon_c}{dx}=A\Big\{\frac2x-\frac sX-\frac{4b}{s^2+Q^2}
-g\Big[\frac{2}{x-x_0}-\frac sX-\frac{4(b+2x_0)}{s^2+Q^2}\Big]\Big\}.
\]

**Radial equations.** Making \(E[n]\) stationary at fixed norm gives the Kohn–Sham equation

\[
\big(-\tfrac12\nabla^2-\tfrac1r+v_H+v_x+v_c\big)\varphi=\varepsilon\varphi .
\]

For \(\varphi=u/(r\sqrt{4\pi})\) one has \(\nabla^2\varphi=u''/(r\sqrt{4\pi})\), so

\[
-\tfrac12u''+\Big(-\frac1r+v_H+v_x+v_c\Big)u=\varepsilon u,\qquad \int_0^\infty u^2dr=1,\qquad n=\frac{u^2}{4\pi r^2}.
\]

Poisson's equation \(\nabla^2v_H=-4\pi n\) with \(v_H=Y/r\) becomes \(Y''/r=-u^2/r^2\), that is

\[
Y''=-\frac{u^2}{r},\qquad Y(0)=0,\qquad Y(\infty)=1 .
\]

The first boundary condition keeps \(v_H\) finite at the nucleus; the second says that the total charge is one electron.

These equations are solved in a cycle. Start from \(-1/r\), find the lowest \(u\), build the new potential, average it with the old one, and repeat until \(\varepsilon\) stops changing.

**Two checks on a solution.** Multiply the Kohn–Sham equation by \(\varphi\) and integrate. Since \(\int n v_H\,d^3r=2U\),

\[
\varepsilon=T+V+2U+\int n(v_x+v_c)\,d^3r .
\]

Eliminating \(T+V\) gives

\[
E=\varepsilon-U+E_x+E_c-\int n(v_x+v_c)\,d^3r .
\]

The second check stretches the density to \(\lambda^3n(\lambda\mathbf r)\). Then \(T\) scales as \(\lambda^2\), while \(V\), \(U\) and \(E_x\) scale as \(\lambda\). The correlation energy becomes \(\int n\,\varepsilon_c(\lambda^3n)\,d^3r\), whose derivative at \(\lambda=1\) is \(3\int n^2(d\varepsilon_c/dn)\,d^3r=3\int n(v_c-\varepsilon_c)\,d^3r\). The energy is stationary at the solution, so

\[
2T+V+U+E_x+3\int n(v_c-\varepsilon_c)\,d^3r=0 .
\]

### (c) The two energies

The self-consistent solutions have these parts, in hartree:

| | LDA | LSD |
|---|---:|---:|
| \(T\) | 0.425027 | 0.466643 |
| \(V\) | −0.920999 | −0.965619 |
| \(U\) | 0.282827 | 0.298377 |
| \(E_x\) | −0.193111 | −0.256414 |
| \(E_c\) | −0.039415 | −0.021658 |
| \(E\) | −0.445671 | −0.478671 |

In electronvolts the totals are \(-12.1273\) and \(-13.0253\). Both lie above the exact energy, LDA by 0.054329 hartree (1.478 eV) and LSD by 0.021329 hartree (0.580 eV).

The first check, for LSD with \(\varepsilon=-0.268975\) and \(\int n(v_x+v_c)\,d^3r=-0.366753\), gives

\[
-0.268975-0.298377-0.256414-0.021658+0.366753=-0.478671 .
\]

Both checks were tested numerically for both functionals. The energies were also tested against a changed grid and box, and against a separate Gaussian-basis calculation, which gives \(-0.445670\) and \(-0.478671\) hartree. The six decimals describe the solution of the stated model. They say nothing about its accuracy for hydrogen, and they belong to the VWN fit: another parametrization of the electron gas gives other digits. The Perdew–Wang and Perdew–Zunger fits move the two energies by up to 0.0002 hartree, and the VWN fit to RPA energies lowers them by about 0.017 hartree.

The LSD eigenvalue is much further from \(-1/2\) than the LSD energy. The exact functional has \(E_x=-U\), which is quadratic in the density, so \(v_x=-v_H\) and \(\int nv_x\,d^3r=2E_x\). The electron then feels only the nucleus, and \(\varepsilon=E=-1/2\). Local exchange has \(\int nv_x\,d^3r=\frac43E_x\) instead. Without correlation, the eigenvalue formula then gives

\[
\varepsilon-E=U-E_x+\tfrac43E_x=U+\tfrac13E_x .
\]

Even if local exchange had the correct value \(E_x=-U\), this difference would be \(\frac23U\) and not zero. A fair total energy does not imply a fair eigenvalue.

### (d) Splitting the error

At the exact density, \(T+V=-1/2\). The approximate energy of that density is therefore wrong by

\[
E[n_0]+\tfrac12=(E_x+U)[n_0]+E_c[n_0].
\]

The self-consistent calculation does not stop at \(n_0\); it moves to its own minimum \(n_{sc}\). Adding and subtracting \(E[n_0]\) gives

\[
E[n_{sc}]+\tfrac12=\underbrace{(E_x+U)[n_0]}_{\text{exchange}}+\underbrace{E_c[n_0]}_{\text{correlation}}+\underbrace{E[n_{sc}]-E[n_0]}_{\text{relaxation}} .
\]

So something is left over. The relaxation term cannot be positive, since \(n_0\) is one of the densities over which \(E\) is minimized.

**The Hartree energy at \(n_0\).** Here \(u=2re^{-r}\), so \(Y''=-4re^{-2r}\). One integration, with \(Y'\to0\) at infinity, gives \(Y'=(2r+1)e^{-2r}\). A second one gives \(Y=1-(1+r)e^{-2r}\), which satisfies both boundary conditions. Then

\[
U=\tfrac12\int_0^\infty\frac{u^2Y}{r}\,dr=2\int_0^\infty\big[re^{-2r}-(r+r^2)e^{-4r}\big]dr
=2\Big[\frac14-\frac1{16}-\frac1{32}\Big]=\frac5{16}.
\]

**Exchange at \(n_0\).** With \(\int_0^\infty r^2e^{-8r/3}dr=2(3/8)^3=27/256\),

\[
\int n_0^{4/3}d^3r=\pi^{-4/3}\,4\pi\,\frac{27}{256}=\frac{27}{64}\,\pi^{-1/3}.
\]

Multiplication by \(-\frac34(3/\pi)^{1/3}\) gives

\[
E_x^{\rm LDA}[n_0]=-\frac{81}{256}\Big(\frac3{\pi^2}\Big)^{1/3}=-0.212742,\qquad
E_x^{\rm LSD}[n_0]=2^{1/3}E_x^{\rm LDA}[n_0]=-0.268037 .
\]

The exact value is \(-5/16=-0.312500\). The exchange errors are thus \(0.312500-0.212742=0.099758\) hartree in LDA and \(0.312500-0.268037=0.044463\) hartree in LSD. Local exchange removes too little of the self-repulsion.

**Correlation at \(n_0\).** This integral is done numerically. Its scale can be seen at the nucleus, where \(n_0=1/\pi\) and \(r_s=(3/4)^{1/3}=0.9086\). There \(\varepsilon_c\) is \(-0.0623\) hartree for the unpolarized gas and \(-0.0327\) for the polarized one. The averages over the atom are weaker, \(-0.04141\) and \(-0.02214\), because the density falls outwards and the gas correlation energy per electron weakens with it.

The complete split, in hartree, is

| At \(n_0\) | LDA | LSD |
|---|---:|---:|
| exchange error | 0.09976 | 0.04446 |
| spurious correlation | −0.04141 | −0.02214 |
| density relaxation | −0.00402 | −0.00099 |
| total error | 0.05433 | 0.02133 |

The two functional errors have opposite signs. At \(n_0\), spurious correlation cancels 42% of the exchange error in LDA and 50% in LSD. The total error therefore understates how wrong the exchange energy is, measured against \(E_x=-U\). For LDA this reading belongs to the convention of part (a): against the half-occupied reference \(-U/2\), the exchange error at \(n_0\) would be \(-0.0565\) and the correlation error \(+0.1148\) hartree, with the same sum. Setting \(E_c\) to its correct value, zero, while keeping local exchange would make the total energy worse.

**Does the split depend on the density?** One may instead evaluate the functional errors at \(n_{sc}\). From the definition of \(E\),

\[
E[n_{sc}]+\tfrac12=(E_x+U)[n_{sc}]+E_c[n_{sc}]+D,\qquad D=(T+V)[n_{sc}]+\tfrac12 .
\]

Now the leftover is \(D\ge0\), because \(T+V\) is the expectation value of the true Hamiltonian in a trial orbital. The numbers, in hartree, are

\[
\begin{aligned}
\text{LDA:}\quad&0.08972-0.03941+0.00403=0.05434,\\
\text{LSD:}\quad&0.04196-0.02166+0.00102=0.02132,
\end{aligned}
\]

where the last digit of each sum is affected by rounding; the totals are 0.05433 and 0.02133. The exchange part changes by about 0.010 hartree in LDA and 0.0025 in LSD; the correlation part changes less. The signs and rough sizes of these two parts survive, while the leftover changes sign, so a quoted split needs its density named.

## Variation 1: switch correlation off

*Estimate the exchange-only energies by hand, and find what correlation does to the self-consistent energy.*

Use the trial density \(n_\zeta=\zeta^3e^{-2\zeta r}/\pi\), which is \(\zeta^3n_0(\zeta\mathbf r)\), that is, \(n_0\) with all lengths divided by \(\zeta\). The scaling rules of part (b), with \(T=\frac12\), \(V=-1\) and \(U=\frac5{16}\) at \(\zeta=1\), give

\[
E(\zeta)=\frac{\zeta^2}2-\zeta+\frac5{16}\zeta+\zeta E_x[n_0]
=\frac{\zeta^2}{2}-\zeta\,\zeta_*,\qquad \zeta_*=\frac{11}{16}+\big|E_x[n_0]\big| .
\]

The minimum is at \(\zeta=\zeta_*\), with energy \(-\zeta_*^2/2\):

- LDA: \(\zeta_*=0.6875+0.2127=0.9002\) and \(E=-0.4052\) hartree;
- LSD: \(\zeta_*=0.6875+0.2680=0.9555\) and \(E=-0.4565\) hartree.

These are upper bounds to the exchange-only self-consistent energies, which are \(-0.4065\) and \(-0.4571\) hartree. One parameter comes within about 0.001 hartree.

The formula also shows the main reason why the atom swells. At \(\zeta=1\) the slope is \(dE/d\zeta=1-\zeta_*=\frac5{16}+E_x[n_0]\), which is the exchange error itself. It is positive, so the energy falls when \(\zeta\) drops below 1 and the density spreads. Correlation opposes this in part, since its energy becomes more negative on compression: with it, the best \(\zeta\) rises to 0.921 in LDA and 0.966 in LSD. The full solutions still have mean radii of 1.673 and 1.581 bohr, against the exact 1.500 bohr. The trial densities have mean radii \(1.5/\zeta=1.63\) and \(1.55\) bohr, so uniform stretching accounts for most of the swelling, and the rest is a change of shape. Even local exchange scaled so that the slope at \(\zeta=1\) vanishes, with no correlation, leaves a self-consistent mean radius of 1.518 bohr.

For the effect of correlation, let \(F=E-E_c\) be the exchange-only functional and \(n_x\) its minimizing density. Since \(F[n_{sc}]\ge F[n_x]\), and since \(n_x\) is only a trial density for \(E\),

\[
F[n_x]+E_c[n_{sc}]\le E[n_{sc}]\le F[n_x]+E_c[n_x].
\]

Subtracting \(F[n_x]\) leaves

\[
E_c[n_{sc}]\le E[n_{sc}]-F[n_x]\le E_c[n_x].
\]

In hartree this reads \(-0.03941<-0.03914<-0.03885\) for LDA and \(-0.02166<-0.02159<-0.02153\) for LSD. The bounds are narrow, so switching correlation on lowers the energy by nearly the value of \(E_c\) at either density.

## Variation 2: where does the gain from spin come from?

*LSD lies 0.03300 hartree below LDA. Which part of the functional is responsible?*

Subtract the LDA column of the split at \(n_0\) from the LSD column. The exchange change follows from spin scaling:

\[
(2^{1/3}-1)E_x^{\rm LDA}[n_0]=-0.268037+0.212742=-0.05530 .
\]

The correlation energy becomes less negative, by \(0.01927\) hartree, and the relaxation term changes by \(+0.00303\). Together,

\[
-0.05530+0.01927+0.00303=-0.03300\ \text{hartree}.
\]

In this split the gain comes from exchange alone; the other two terms work against it. With the split at \(n_{sc}\) the changes are \(-0.0478\) for exchange, \(+0.0178\) for correlation and \(-0.0030\) for the leftover \(D\), which now helps a little. With the convention of part (a), exchange is the main source of the gain at either density. LDA spreads the electron over two spin channels, and local exchange then cancels less of the self-repulsion. LSD repairs part of that fault.

The correlation change is also a correction towards the right value, zero, yet it raises the energy because it removes part of a helpful error. It does not reach zero. Electrons of parallel spin in a gas still correlate their motion through the Coulomb repulsion, and LSD assigns that energy to an atom with no second electron. Knowing the spin polarization is not the same as knowing the number of electrons. The spin densities do fix that number through their integral, but LSD takes the energy per electron at each point from the spin densities at that point alone, and these do not show whether a second electron is present.

The numerical output below lists the energies and their parts; the changes at \(n_{sc}\) are differences of values listed there.

## Table of computed values

```
Hartree energy: 27.211386 eV
VWN unpolarized A (hartree), x0, b, c: 0.0310907 -0.10498 3.72744 12.9352
VWN polarized A (hartree), x0, b, c: 0.01554535 -0.325 7.06042 18.0578
r_s of exact density at nucleus: 0.908560 bohr
eps_c there, unpolarized and polarized: -0.062279 -0.032666 hartree
LDA total energy: -0.445671 hartree = -12.1273 eV
LDA Gaussian-basis energy: -0.445670 hartree
LDA eigenvalue: -0.233471 hartree
LDA T, V, U: 0.425027 -0.920999 0.282827 hartree
LDA Ex, Ec: -0.193111 -0.039415 hartree
LDA integral of n*v_xc: -0.303153 hartree
LDA mean radius, exact: 1.67311 1.50000 bohr
LDA total error: 0.054329 hartree = 1.4784 eV
LDA at n0: U, Ex: 0.312500 -0.212742 hartree
LDA at n0: total energy: -0.441653 hartree
LDA at n0: exchange error: 0.099758 hartree
LDA at n0: spurious correlation: -0.041411 hartree
LDA density relaxation: -0.004018 hartree
LDA at n0: -Ec/(exchange error): 0.4151
LDA at n_sc: exchange error: 0.089716 hartree
LDA at n_sc: density cost D: 0.004028 hartree
LDA exchange-only SCF energy: -0.406534 hartree
LDA effect of switching on Ec: -0.039136 hartree
LDA Ec at exchange-only density: -0.038851 hartree
LDA hand estimate zeta, E: 0.900242 -0.405217 hartree
LDA trial with Ec zeta, E: 0.92078 -0.444841 hartree
LSD total energy: -0.478671 hartree = -13.0253 eV
LSD Gaussian-basis energy: -0.478671 hartree
LSD eigenvalue: -0.268975 hartree
LSD T, V, U: 0.466643 -0.965619 0.298377 hartree
LSD Ex, Ec: -0.256414 -0.021658 hartree
LSD integral of n*v_xc: -0.366753 hartree
LSD mean radius, exact: 1.58140 1.50000 bohr
LSD total error: 0.021329 hartree = 0.5804 eV
LSD at n0: U, Ex: 0.312500 -0.268037 hartree
LSD at n0: total energy: -0.477680 hartree
LSD at n0: exchange error: 0.044463 hartree
LSD at n0: spurious correlation: -0.022142 hartree
LSD density relaxation: -0.000991 hartree
LSD at n0: -Ec/(exchange error): 0.4980
LSD at n_sc: exchange error: 0.041963 hartree
LSD at n_sc: density cost D: 0.001024 hartree
LSD exchange-only SCF energy: -0.457079 hartree
LSD effect of switching on Ec: -0.021592 hartree
LSD Ec at exchange-only density: -0.021526 hartree
LSD hand estimate zeta, E: 0.955537 -0.456526 hartree
LSD trial with Ec zeta, E: 0.96556 -0.478277 hartree
LSD minus LDA, total energy: -0.033000 hartree
LSD minus LDA, exchange error at n0: -0.055296 hartree
LSD minus LDA, correlation at n0: 0.019269 hartree
LSD minus LDA, relaxation: 0.003026 hartree
```
